Which energy is mv²/2 in the dipole formula for fast electrons?

**Question**

I am estimating how often the electrons in a 100 keV electron-beam writer lose energy in an organic resist. For small scattering angles θ my notes give the cross section for one transition of the target as

dσ/dΩ = 4 a₀² R² f / [E T_eff (θ² + θ_E²)]

Here E is the energy lost, f the oscillator strength of the transition, a₀ the Bohr radius and R the Rydberg energy. The notes define T_eff = mv²/2 and θ_E = E/(γmv²).

I first read mv²/2 as "the kinetic energy" and put in 100 keV. But at this energy the electron is relativistic, and mv²/2 is not its kinetic energy. Should I then put in 100 keV because the formula really means the kinetic energy, or work out mv²/2 literally? If literally, is m the rest mass or γm? And does the choice matter for the cross section?

**Answer**

Work it out literally, with the rest mass. The quantity in the prefactor is a measure of the squared speed of the beam electron, written in energy units. I first calculate it, and then derive the cross section to show why no other energy can stand there.

**The value of mv²/2**

Let m be the electron rest mass, T the kinetic energy and γ = 1/√(1 − v²/c²). The total energy is γmc², so the kinetic energy is T = (γ − 1)mc². Therefore

γ = 1 + T/mc² = 1 + 100/510.999 = 1.1957

Solving the definition of γ for the speed gives

v²/c² = 1 − 1/γ² = 0.30055

so that v = 0.548c. Multiplying by mc²/2,

T_eff = mv²/2 = (mc²/2)(v²/c²) = 0.5 × 510.999 keV × 0.30055 = 76.8 keV

In SI units this is 1.230 × 10⁻¹⁴ J. The other candidate, γmv²/2, is 91.8 keV. It is neither the kinetic energy nor the quantity in the formula.

A closed form in T is useful. Write x = T/mc², so γ = 1 + x, and factor the difference of squares:

1 − 1/γ² = (γ − 1)(γ + 1)/γ² = x(2 + x)/(1 + x)²

Multiplying by mc²/2 and using x mc² = T,

T_eff = T (1 + x/2)/(1 + x)²

For small x, 1/(1 + x)² ≈ 1 − 2x, and to first order

T_eff/T ≈ (1 + x/2)(1 − 2x) ≈ 1 − 3x/2

The two energies agree for a slow electron, as they must. At 10 keV T_eff is 9.71 keV, a difference of 3%; at 50 keV it is 43.5 keV. In the opposite limit v approaches c, and T_eff approaches mc²/2 = 255.5 keV however large T becomes. At 300 keV it has reached 154 keV, about half of T. Close to the limit, extra kinetic energy still raises the momentum but hardly changes the speed.

**Why the squared speed appears: a classical picture**

Let the beam electron pass a free electron, initially at rest, at distance b. Assume that the struck electron hardly moves during the passage. The transverse force on it is that of a uniformly moving charge:

F(t) = (e²/4πε₀) γb/(b² + γ²v²t²)^(3/2)

At closest approach this force is γ times the static one, but it lasts a time shorter by the same factor. To see the cancellation, integrate over time with s = γvt, so that γ dt = ds/v:

Δp = (e²/4πε₀)(b/v) ∫ ds/(b² + s²)^(3/2) = (e²/4πε₀) 2/(bv)

The integral over all s is 2/b². The energy given to the struck electron is

(Δp)²/2m = (e²/4πε₀)² × 2/(m b² v²) = (e²/4πε₀)²/(b² T_eff)

The speed belongs to the beam electron, but the mass m belongs to the struck electron, which is slow. That is why it is a rest mass. The quantum calculation leads to the same division of roles.

**Derivation of the cross section**

The assumptions are the first Born approximation, a loss E much smaller than T, small angles, and a Coulomb interaction without retardation. Spin and exchange are ignored. I take one active electron in the target, at position x.

Let the beam electron go from momentum p₀ = ħk₀ to p₁ = ħk₁, and let q = k₀ − k₁. With plane waves normalised in a volume L³, the matrix element of the Coulomb repulsion is

V = (1/L³) ∫ exp(iq·r) e²/(4πε₀|r − x|) d³r, taken between target states

The integral is the Fourier transform of the Coulomb potential, so

V = (1/L³) (e²/ε₀q²) M, with M = ⟨final| exp(iq·x) |initial⟩

The nuclear attraction does not depend on x. Its contribution is proportional to ⟨final|initial⟩, which is zero because the two states are orthogonal.

The golden rule needs the number of final states per unit energy. For a relativistic particle the total energy W obeys W² = p²c² + m²c⁴, hence dW/dp = pc²/W = v and dp/dW = 1/v. The density of states within dΩ is therefore

ρ = L³ p₁² dΩ/[(2πħ)³ v₁]

The transition rate is (2π/ħ)|V|²ρ, and the incident flux is v₀/L³. In their ratio all powers of L cancel:

dσ/dΩ = [p₁²/(4π²ħ⁴v₀v₁)] (e²/ε₀q²)² |M|²

Since E is much smaller than T, p₁ ≈ p₀ = p and v₁ ≈ v₀ = v, and the first factor becomes p²/(4π²ħ⁴v²).

Next comes the dipole approximation. If q is small compared with the inverse size of the target orbital, exp(iq·x) ≈ 1 + iq·x. The 1 drops out by orthogonality, leaving |M|² = q²|x_q|², where x_q is the matrix element of the component of x along q. The oscillator strength, summed over degenerate final states and averaged over target orientations, is

f = (2mE/ħ²)|x_q|²

so that |M|² = ħ²q²f/(2mE). This m belongs to the bound electron.

The last ingredient is q². From the triangle formed by k₀, k₁ and q,

q² = k₀² + k₁² − 2k₀k₁ cos θ = (k₀ − k₁)² + 4k₀k₁ sin²(θ/2)

The second term is k₀²θ² for small angles and small losses. The first follows from dp/dW = 1/v, which gives k₀ − k₁ ≈ E/(ħv). Thus

q² ≈ (p²/ħ²)(θ² + θ_E²), with θ_E = E/(pv) = E/(γmv²) = E/(2γT_eff)

Here γ does survive, because θ_E compares a momentum transfer with the momentum of the beam electron.

Now put the pieces together. One factor q² from |M|² cancels one of the two in 1/q⁴:

dσ/dΩ = [p²/(4π²ħ⁴v²)] (e⁴/ε₀²) [ħ²f/(2mE)] × ħ²/[p²(θ² + θ_E²)]

The beam momentum p cancels, and with it the factor γm of the beam electron:

dσ/dΩ = e⁴ f / [8π²ε₀² m v² E (θ² + θ_E²)]

To recover the form in your notes, use a₀ = 4πε₀ħ²/(me²), which gives e²/ε₀ = 4πħ²/(ma₀), and R = ħ²/(2ma₀²). Then

e⁴/(8π²ε₀²) = 2ħ⁴/(m²a₀²) = 8a₀²R²

and 8/(mv²) = 4/(mv²/2). Hence

dσ/dΩ = 4 a₀² R² f / [E T_eff (θ² + θ_E²)], T_eff = mv²/2

The result can be tested on hydrogen. For the 1s to 2p transition with an infinitely heavy nucleus, E = 3R/4 = 10.204 eV and f = 0.4162. I evaluated the golden-rule expression with the full matrix element and without expanding the kinematics, for a 100 keV beam. Divided by the dipole formula, it gives 0.99982 at 0.02 mrad, 0.99975 at 0.08 mrad and 0.99905 at 0.20 mrad. With T in the prefactor, the same ratios would be about 1.30. Both sides of this test use the unretarded Coulomb interaction, so it checks the prefactor, the kinematics and the dipole step. It does not check the neglect of retardation, which is treated below and is worth 1 to 2% at these angles.

**A number for the resist**

Take one loss of E = 22 eV, and count the electrons scattered into a cone of half-angle θ_c = 2 mrad. Set f = 1, so that the answer is a cross section per unit oscillator strength. The characteristic angle is

θ_E = 22 eV/(2 × 1.1957 × 76 790 eV) = 0.120 mrad

For small angles dΩ = 2πθ dθ. Since 2θ dθ is the differential of θ²,

∫ 2πθ dθ/(θ² + θ_E²) = π ln(1 + θ_c²/θ_E²)

with limits 0 and θ_c. The cross section for the cone is

σ = [4πa₀²R²f/(E T_eff)] ln(1 + θ_c²/θ_E²)

With a₀ = 0.052918 nm and R = 13.6057 eV, the factor in brackets is

4π × (0.052918 nm)² × (13.6057 eV)²/(22 eV × 76 790 eV) = 3.856 × 10⁻⁶ nm²

The logarithm is 5.634, so

σ = 2.17 × 10⁻⁵ nm² = 2.17 × 10⁻¹⁹ cm²

Numerical integration over the cone, with the dipole matrix element but unexpanded kinematics, gives the same value to four digits.

If you put T = 100 keV in the prefactor and keep the correct θ_E, you get 1.67 × 10⁻⁵ nm². This is 23% below the correct result of the formula, because the ratio of the two is T_eff/T = 0.768.

If you replace T_eff by T in θ_E as well, part of the error is hidden for this cone. The angle θ_E shrinks by the factor 0.768, and the logarithm rises by nearly −2 ln 0.768 = 0.53, to about 6.16. The cross section is then wrong by the factor 0.768 × 6.16/5.634 = 0.84, that is, 16% too low. The size of this second error depends on the cone angle, and so does its sign: for a cone of 0.1 mrad the result would be 13% too high. The first error does not depend on the cone.

**How good is the formula here?**

*Born approximation.* The strength of the Coulomb interaction is measured by e²/(4πε₀ħv). The definition of a₀ turns this into v_B/v, where v_B = ħ/(ma₀). Since R = mv_B²/2,

(v_B/v)² = R/T_eff = 13.6/76 790 = 1.8 × 10⁻⁴

so v_B/v is about 0.013, which is small. Here too the squared speed is what counts. The approximation becomes doubtful when T_eff falls towards R.

*Dipole approximation.* At the edge of the cone qa₀ = 0.18. If the matrix element falls with q as it does for hydrogen 1s to 2p, the cross section for the cone drops by 1.5%. The hydrogen shape merely stands in for an orbital of atomic size, and it describes one dipole-allowed line. In a band of losses of a real molecule, transitions forbidden in the dipole limit gain strength as q grows, so the size and even the sign of the correction can differ. Read the 1.5% as an order of magnitude only. At much larger angles qa₀ is no longer small, and the formula must not be used there.

*Retardation.* A moving charge also has a vector potential, which the Coulomb interaction leaves out. For an isolated target its effect follows from the electric field at frequency ω = E/ħ. In the Lorenz gauge the scalar potential φ of the moving charge is proportional to 1/(q² − ω²/c²), and the vector potential is A = vφ/c², with v the velocity vector. For a wave exp(iq·r − iωt), the electric field is

−iqφ + iωA = −iφ(q − ωv/c²)

The component of q along the beam is ω/v. Along the beam the bracket is therefore (ω/v)(1 − v²/c²) = ω/(vγ²), and across the beam it is q⊥. The denominator of φ becomes q⊥² + ω²/v² − ω²/c² = q⊥² + ω²/(γ²v²). Squaring the field and expressing q⊥ and ω/v as the angles θ and θ_E, one finds that 1/(θ² + θ_E²) is replaced by

(θ² + θ_E²/γ⁴)/(θ² + θ_E²/γ²)²

For the integral over the cone, let y = θ² and a² = θ_E²/γ². The numerator is y + a²/γ² = (y + a²) − a²v²/c², so the integrand splits into

1/(y + a²) − (v²/c²) a²/(y + a²)²

Integrated from 0 to θ_c², this gives

ln(1 + γ²θ_c²/θ_E²) − (v²/c²) θ_c²/(θ_c² + θ_E²/γ²)

For the present numbers it is 5.99 − 0.30 = 5.69 instead of 5.634, an increase of 1.0%. The increase depends on the cone. The retarded weight exceeds the static one by the factor 1 + (v/c)⁴θ²θ_E²/(θ² + θ_E²/γ²)², whose excess peaks at γ²(v/c)⁴/4 = 3.2% at θ = θ_E/γ, and a cone of 0.1 mrad gains 2.4%. The correction leaves the prefactor alone: T_eff is still mv²/2.

*Slowing down.* Differentiating γ gives dγ = γ³v dv/c², so dT = γ³mv dv, while dT_eff = mv dv. Hence dT_eff/dT = 1/γ³ = 0.585. One loss of 22 eV lowers T_eff by about 13 eV, which is negligible beside 76.8 keV. In a thick target the losses add up, and T_eff must then be recalculated from the remaining energy.

**Comparison with a real resist**

A beam energy of 100 keV is a real operating point of electron-beam writers, and 22 eV is a rough typical valence loss for a polymer resist such as PMMA. The 2 mrad cone, however, was chosen to keep the dipole approximation good. Electrons in a resist also lose energy at larger angles, so σ is not the total inelastic cross section and does not by itself give a dose. A real resist also does not have a single sharp loss: its loss spectrum is broad. With f and the cone held fixed, moving the loss from 22 to 44 eV halves the prefactor and doubles θ_E. The logarithm falls to about 4.26, and σ falls to 0.38 of its former value. A useful estimate therefore needs the distribution of oscillator strength over E, including the dielectric response of the solid. Retardation in the solid also differs from the isolated-target estimate. Cherenkov emission would require a refractive index above c/v = 1.82, whereas PMMA has roughly 1.5 in visible light, so none is expected there. This comparison does not settle the ultraviolet, where the index varies and absorption becomes strong. None of this changes the speed of a 100 keV electron, so the prefactor for each loss still contains 76.8 keV.

The values used here are collected in the numerical output below.

Computed values

```
Electron rest energy: 510.999 keV
Kinetic energy T: 100.0 keV
T/(m c^2): 0.19570
gamma: 1.19570
(v/c)^2: 0.30055
v/c: 0.54822
Speed v: 1.6435e+08 m/s
T_eff = m v^2/2: 76.79 keV
T_eff = m v^2/2: 1.2303e-14 J
gamma m v^2/2: 91.82 keV
T_eff/T: 0.7679
High-energy limit m c^2/2: 255.50 keV
T_eff at T = 1 keV: 0.997 keV
T_eff at T = 10 keV: 9.714 keV
T_eff at T = 50 keV: 43.514 keV
T_eff at T = 300 keV: 154.064 keV
Hydrogen 1s-2p energy: 10.204 eV
Hydrogen 1s-2p oscillator strength: 0.4162
Golden rule/dipole formula at 0.02 mrad: 0.99982
Golden rule/dipole formula at 0.08 mrad: 0.99975
Golden rule/dipole formula at 0.20 mrad: 0.99905
Example energy loss E: 22.0 eV
Example oscillator strength f: 1.0
Cone half-angle: 2.0 mrad
Bohr radius: 0.052918 nm
Rydberg energy: 13.6057 eV
theta_E: 0.1198 mrad
Cone prefactor: 3.8559e-06 nm^2
Logarithm: 5.6337
Cross section with T_eff: 2.1723e-05 nm^2
Cross section with T_eff: 2.1723e-19 cm^2
Cross section by integration: 2.1722e-05 nm^2
Cross section with T by mistake: 1.6681e-05 nm^2
Error from using T: -23.21 %
q a0 at cone edge: 0.1797
Finite-q change (hydrogen shape): -1.49 %
Retardation change (isolated target): 1.00 %
T_eff drop after one loss: 12.87 eV
Cherenkov threshold index c/v: 1.824
```
